# Finding every stable surface termination with one sort and one sweep: verification in Python

```python
"""Stable surface terminations from the lower envelope of straight lines.

Result under test: for surface free energies gamma_i = a_i - Gamma_i * dmu,
sorting by Gamma_i and one stack sweep give every termination that is lowest
on an open interval of dmu. The sort takes O(N log N) comparisons and the
sweep at most 2m - 5 tests for m >= 3 distinct slopes.

Symbols: dmu    chemical potential of X relative to half an X2 molecule (eV)
         Gamma  excess of X atoms per area (1/angstrom^2)
         a      surface free energy at dmu = 0 (eV/angstrom^2)
A line is the tuple (Gamma, a, name). Fractions keep all comparisons exact.
The compound MX is a model with round parameters, not a real material.
"""
import math
import random
from fractions import Fraction as F
from functools import cmp_to_key
from itertools import combinations

import numpy as np
from scipy import constants
from scipy.integrate import quad


def lower_envelope(lines):
    """Return envelope lines, the record of sweep tests, sort comparisons."""
    comparisons = 0

    def order(p, q):
        nonlocal comparisons
        comparisons += 1
        return (p[:2] > q[:2]) - (p[:2] < q[:2])

    distinct = []
    for line in sorted(lines, key=cmp_to_key(order)):
        if not distinct or line[0] != distinct[-1][0]:
            distinct.append(line)      # lowest line of each slope
    stack, record = [], []
    for new in distinct:
        while len(stack) > 1:
            low, top = stack[-2:]
            remove = ((top[1] - low[1]) * (new[0] - top[0])
                      >= (new[1] - top[1]) * (top[0] - low[0]))
            record.append((low, top, new, remove))
            if not remove:
                break
            stack.pop()
        stack.append(new)
    return stack, record, comparisons


def crossing(p, q):
    return F(q[1] - p[1]) / F(q[0] - p[0])


def clip(envelope, lo, hi):
    """Stability intervals of the envelope lines inside [lo, hi]."""
    cuts = [crossing(p, q) for p, q in zip(envelope, envelope[1:])]
    result = []
    for i, line in enumerate(envelope):
        left = max(lo, cuts[i - 1]) if i > 0 else lo
        right = min(hi, cuts[i]) if i < len(cuts) else hi
        if left < right:
            result.append((line, left, right))
    return result


def direct_minimum(lines, lo, hi):
    """Minimise over all lines in every cell between pairwise crossings."""
    edges = {F(lo), F(hi)}
    for p, q in combinations(lines, 2):
        if p[0] != q[0] and lo < crossing(p, q) < hi:
            edges.add(crossing(p, q))
    edges = sorted(edges)
    result = []
    for left, right in zip(edges, edges[1:]):
        mid = (left + right) / 2
        best = min(lines, key=lambda s: s[1] - s[0] * mid)[:2]
        if result and result[-1][0] == best:
            result[-1] = (best, result[-1][1], right)
        else:
            result.append((best, left, right))
    return result


def plain(intervals):
    return [(line[:2], left, right) for line, left, right in intervals]


# Random lists with many equal slopes and many triple crossings
rng = random.Random(7)
triple_crossings = 0
number_of_lists = 400
for _ in range(number_of_lists):
    lines = [(rng.randint(-4, 4), rng.randint(0, 12), str(i))
             for i in range(rng.randint(1, 9))]
    envelope, record, _unused = lower_envelope(lines)
    for lo, hi in ((-100, 100), (-2, 1)):
        assert plain(clip(envelope, lo, hi)) == direct_minimum(lines, lo, hi)
    slopes = len({s[0] for s in lines})
    assert len(record) <= max(0, 2 * slopes - 5)
    triple_crossings += sum(crossing(l, t) == crossing(t, n)
                            for l, t, n, _r in record)
assert triple_crossings > 0
print(f"random lists checked exactly: {number_of_lists}")
print(f"triple crossings met in them: {triple_crossings}")

# Worked example: name, surface cells, n_M, n_X, slab free energy (eV)
g_MX, g_M, g_X = F(-10), F(-3), F(-4)
cell_area = 20
slabs = [("X/2", 2, 12, 14, F("-120.6")), ("S", 1, 6, 6, F("-56.0")),
         ("M2", 1, 8, 4, F("-49.8")), ("X", 1, 6, 8, F("-65.2")),
         ("M/2", 2, 14, 12, F("-121.6")), ("S*", 1, 6, 6, F("-55.7")),
         ("X2", 1, 6, 10, F("-72.4")), ("M", 1, 8, 6, F("-64.6")),
         ("X/4", 4, 24, 26, F("-232.8"))]
print(f"g_MX, g_M, g_X = {float(g_MX)}, {float(g_M)}, {float(g_X)} eV")
print(f"area of (1x1) cell = {cell_area} angstrom^2, two faces per slab")
print("name cells n_M n_X  G(eV)  Gamma(1/A^2)  a(eV/A^2)")
lines, lines_per_cell = [], []
for name, cells, n_M, n_X, G in slabs:
    excess = n_X - n_M
    energy = G - n_M * g_MX - excess * g_X
    faces = 2 * cells * cell_area
    line = (F(excess, faces), energy / faces, name)
    lines.append(line)
    lines_per_cell.append((F(excess), energy, name))
    for dmu in (F(-5, 2), F(-1, 3)):
        mu_X = g_X + dmu
        mu_M = g_MX - mu_X
        from_definition = (G - n_M * mu_M - n_X * mu_X) / faces
        assert from_definition == line[1] - line[0] * dmu
    print(f"{name:4s} {cells:3d} {n_M:4d} {n_X:3d} {float(G):8.1f}"
          f" {float(line[0]):9.4f} {float(line[1]):10.4f}")

envelope, record, comparisons = lower_envelope(lines)
print("sweep: new, top, crossing below top, crossing top-new (eV), action")
for low, top, new, remove in record:
    print(f"{new[2]:4s} {top[2]:4s} {float(crossing(low, top)):7.3f}"
          f" {float(crossing(top, new)):7.3f} {'remove' if remove else 'keep'}")
print(f"sort comparisons {comparisons}, sweep tests {len(record)}")
print("full envelope:", " ".join(s[2] for s in envelope))

lo, hi = g_MX - g_M - g_X, F(0)
stable = clip(envelope, lo, hi)
assert plain(stable) == direct_minimum(lines, lo, hi)
print(f"window of dmu: {float(lo):.2f} to {float(hi):.2f} eV")
print("stable: name, from, to (eV), gamma at both ends (eV/A^2)")
for line, left, right in stable:
    ends = [float(line[1] - line[0] * x) for x in (left, right)]
    assert min(ends) > 0
    print(f"{line[2]:4s} {float(left):6.2f} {float(right):6.2f}"
          f" {ends[0]:8.4f} {ends[1]:8.4f}")
hartree = constants.physical_constants["Hartree energy in eV"][0]
print("transitions in hartree:",
      " ".join(f"{float(s[1]) / hartree:.5f}" for s in stable[1:]))

# Height above the convex hull equals the smallest gap to the envelope
grid = np.linspace(-6, 3, 9001)
gamma = {s[2]: float(s[1]) - float(s[0]) * grid for s in lines}
lowest = np.min(list(gamma.values()), axis=0)
hull_x = [float(s[0]) for s in envelope]
hull_y = [float(s[1]) for s in envelope]
kept_names = {s[2] for s in envelope}
for s in lines:
    if s[2] not in kept_names:
        height = float(s[1]) - np.interp(float(s[0]), hull_x, hull_y)
        assert abs(height - np.min(gamma[s[2]] - lowest)) < 1e-9
        print(f"smallest gap of {s[2]:4s} = {height:.4f} eV/A^2")

# Forgetting to divide by the area loses a stable termination
wrong = clip(lower_envelope(lines_per_cell)[0], lo, hi)
lost = {s[0][2] for s in stable} - {s[0][2] for s in wrong}
assert lost
print("lost without division by area:", " ".join(sorted(lost)))

# Pressure factor of X2 across the interval of the stoichiometric surface
temperature = 900.0
kT = constants.k * temperature / constants.e
left, right = next((float(x), float(y)) for s, x, y in stable if s[2] == "S")
factor = math.exp(2 * (right - left) / kT)
edges = np.geomspace(1.0, factor, 12)
work = sum(quad(lambda p: kT / p, x, y)[0] for x, y in zip(edges, edges[1:]))
assert abs(work / 2 - (right - left)) < 1e-8
print(f"temperature {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"X2 pressure factor across S interval = {factor:.2e}")

# Operation counts: all lines stable, then the largest number of sweep tests
print("N, sort comparisons, N log2 N, log2(N!), sweep tests, most tests")
for N in (1024, 4096, 16384):
    parabola = [(x, x * x, "") for x in range(N)]
    rng.shuffle(parabola)
    envelope, record, comparisons = lower_envelope(parabola)
    assert len(envelope) == N
    assert comparisons <= N * math.log2(N)
    hardest = [(x, x * x, "") for x in range(N - 1)] + [(N - 1, -N**3, "")]
    rng.shuffle(hardest)
    survivors, long_record, _unused = lower_envelope(hardest)
    assert len(survivors) == 2 and len(long_record) == 2 * N - 5
    print(f"{N} {comparisons} {N * math.log2(N):.0f}"
          f" {math.lgamma(N + 1) / math.log(2):.0f}"
          f" {len(record)} {len(long_record)}")

print("no test failed")
```

It prints:

```
random lists checked exactly: 400
triple crossings met in them: 24
g_MX, g_M, g_X = -10.0, -3.0, -4.0 eV
area of (1x1) cell = 20 angstrom^2, two faces per slab
name cells n_M n_X  G(eV)  Gamma(1/A^2)  a(eV/A^2)
X/2    2   12  14   -120.6    0.0250     0.0925
S      1    6   6    -56.0    0.0000     0.1000
M2     1    8   4    -49.8   -0.1000     0.3550
X      1    6   8    -65.2    0.0500     0.0700
M/2    2   14  12   -121.6   -0.0250     0.1300
S*     1    6   6    -55.7    0.0000     0.1075
X2     1    6  10    -72.4    0.1000     0.0900
M      1    8   6    -64.6   -0.0500     0.1850
X/4    4   24  26   -232.8    0.0125     0.0950
sweep: new, top, crossing below top, crossing top-new (eV), action
M/2  M     -3.400  -2.200 keep
S    M/2   -2.200  -1.200 keep
X/4  S     -1.200  -0.400 keep
X/2  X/4   -0.400  -0.200 keep
X    X/2   -0.200  -0.900 remove
X    X/4   -0.400  -0.667 remove
X    S     -1.200  -0.600 keep
X2   X     -0.600   0.400 keep
sort comparisons 19, sweep tests 8
full envelope: M2 M M/2 S X X2
window of dmu: -3.00 to 0.00 eV
stable: name, from, to (eV), gamma at both ends (eV/A^2)
M     -3.00  -2.20   0.0350   0.0750
M/2   -2.20  -1.20   0.0750   0.1000
S     -1.20  -0.60   0.1000   0.1000
X     -0.60   0.00   0.1000   0.0700
transitions in hartree: -0.08085 -0.04410 -0.02205
smallest gap of X/2  = 0.0075 eV/A^2
smallest gap of S*   = 0.0075 eV/A^2
smallest gap of X/4  = 0.0025 eV/A^2
lost without division by area: M/2
temperature 900 K, kT = 0.07756 eV
X2 pressure factor across S interval = 5.24e+06
N, sort comparisons, N log2 N, log2(N!), sweep tests, most tests
1024 8906 10240 8769 1022 2043
4096 43817 49152 43250 4094 8187
16384 207954 229376 205747 16382 32763
no test failed
```
